# The MC-PDFT translation and the closed-shell equality of tPBE and PBE, part 2

Multiconfiguration pair-density functional theory (MC-PDFT) feeds existing functionals such as PBE with a polarization obtained from the density and the chance of finding two electrons at the same place. The question here is what this translation does to PBE.

Lengths are in bohr and energies in hartree. The up-spin and down-spin densities are \(\rho_\uparrow\) and \(\rho_\downarrow\), with \(\rho=\rho_\uparrow+\rho_\downarrow\) and \(m=\rho_\uparrow-\rho_\downarrow\). In a singlet \(m=0\) at every point, even when the electrons are far apart.

For a normalized \(N\)-electron wave function \(\Psi\), with \(x=(\mathbf r,s)\) combining position and spin,

\[
P(x_1,x_2)=\frac{N(N-1)}{2}\int dx_3\cdots dx_N\,|\Psi(x_1,x_2,x_3,\ldots,x_N)|^2 .
\]

The on-top pair density is

\[
\Pi(\mathbf r)=\sum_{s_1,s_2}P(\mathbf r s_1,\mathbf r s_2).
\]

For one determinant with collinear spins, \(\Pi=\rho_\uparrow\rho_\downarrow\), hence \(m^2=\rho^2-4\Pi\). The translation uses

\[
R=\frac{4\Pi}{\rho^2},\qquad \zeta=\sqrt{1-R}\ \ (R\le1),\qquad \zeta=0\ \ (R>1),
\]

\[
\rho_\pm=\frac{1\pm\zeta}{2}\rho,\qquad
(\nabla\rho_\pm)_{\rm tr}=\frac{1\pm\zeta}{2}\nabla\rho .
\]

For such a determinant \(\zeta=|m|/\rho\), and \(\rho_\pm\) are the larger and smaller spin densities; which spin is the majority is not recovered, and PBE does not need it. For other states \(\zeta\) is an effective variable, adopted by definition. The full gradient is

\[
\nabla\rho_\pm=\frac{1\pm\zeta}{2}\nabla\rho\pm\frac{\rho}{2}\nabla\zeta ,
\]

so the translated gradient drops the last term.

The on-top functional tPBE is PBE evaluated with the translated variables:

\[
E_{\rm ot}^{\rm tPBE}[\rho,\Pi]=E_{xc}^{\rm PBE}\big[\rho_+,\rho_-,(\nabla\rho_+)_{\rm tr},(\nabla\rho_-)_{\rm tr}\big].
\]

The MC-PDFT total energy is

\[
E=V_{nn}+\mathrm{tr}(hD)+J[\rho]+E_{\rm ot}[\rho,\Pi].
\]

Here \(V_{nn}\) is the nuclear repulsion, \(h\) contains the kinetic energy and the nuclear attraction, \(D\) is the spin-summed one-particle density matrix, and \(J\) is the classical Coulomb energy of the density.

**Q.** You replaced both the spin densities and their gradients, and you admit that the gradients are truncated. Why should PBE survive for a closed shell?

**A.** Because the truncated term is zero there. In a closed-shell determinant every occupied spatial orbital holds one up and one down electron, so \(\rho_\uparrow=\rho_\downarrow=\rho/2\). Then, wherever \(\rho>0\),

\[
\Pi=\frac{\rho}{2}\cdot\frac{\rho}{2}=\frac{\rho^2}{4},\qquad R=1,\qquad \zeta=0 .
\]

Since \(\zeta\) is zero throughout, \(\nabla\zeta\) is zero as well. The translated variables are

\[
\rho_\pm=\frac{\rho}{2},\qquad(\nabla\rho_\pm)_{\rm tr}=\frac{\nabla\rho}{2},
\]

which are the true spin densities and their true gradients. PBE receives the same input in both cases, so

\[
E_{\rm ot}^{\rm tPBE}=E_{xc}^{\rm PBE}.
\]

The detailed form of PBE did not enter. The same argument holds for any functional of the spin densities and their first gradients.

**Q.** That settles one term. The total energies come from different theories.

**A.** Compare them term by term. For given orbitals, the Kohn–Sham energy is the kinetic energy of the determinant, the nuclear attraction, \(J[\rho]\), \(E_{xc}\) and \(V_{nn}\). The first two together are \(\mathrm{tr}(hD)\), with the same \(D\). Hence

\[
E_{\rm tPBE}[\text{determinant}]=E_{\rm PBE}[\text{same determinant}] .
\]

The words "same determinant" matter. The MC-PDFT energy defined above is evaluated with the orbitals of the wave function supplied to it, and the definition itself does not reoptimize them. If the determinant comes from Hartree–Fock theory, tPBE gives the PBE energy at the Hartree–Fock orbitals. Self-consistent PBE has different orbitals.

**Q.** How large is that distinction in a molecule?

**A.** Take water with oxygen at the origin and hydrogens at \((0,\pm1.43,1.11)\) bohr, in the cc-pVDZ basis. The Hartree–Fock determinant supplies \(\rho\) and, through its two-particle density matrix, \(\Pi\). The functional is integrated numerically on atom-centred grids. The largest \(|R-1|\) on the grid is \(9\times10^{-16}\), which is rounding error.

The on-top energy is \(-9.278479\) hartree, and the PBE exchange-correlation energy at the same orbitals is also \(-9.278479\) hartree. The remaining terms of the energy sum to \(-67.050807\) hartree, so

\[
E_{\rm tPBE}=-67.050807-9.278479=-76.329286\ \text{hartree}.
\]

PBE at these orbitals gives \(-76.329286\) hartree too. Self-consistent PBE gives \(-76.333464\) hartree. The difference is

\[
-76.329286-(-76.333464)=0.004178\ \text{hartree},
\]

or about 4.2 millihartree. The direction is expected: the lowest PBE energy over all determinants in the basis cannot lie above the value at one particular determinant. These are model energies, with a finite basis, fixed nuclei, no relativity and an approximate functional. The difference is not converged in the basis: it grows to 6.6 millihartree in aug-cc-pVDZ and 7.5 millihartree in cc-pVTZ.

**Q.** You warned me that \(\zeta\) is the square root of the deficit in \(R\). Rounding of order \(10^{-15}\) then becomes a polarization of order \(10^{-8}\). Is that harmless?

**A.** Yes, for this functional. Exchanging the spin labels changes \(\zeta\) into \(-\zeta\) and leaves the energy density unchanged. PBE is smooth at \(\zeta=0\), so its expansion starts with \(\zeta^2\), which is the deficit \(1-R\) itself. The error returns to the order of the original rounding.

**Q.** Suppose I do optimize the orbitals for tPBE. Does the equality disappear?

**A.** Not if the search is confined to closed-shell determinants. On that set the two energies are the same function of the orbitals, so they have the same minimum. If several configurations are allowed, the state can leave that set, and then the argument no longer applies.

**Q.** Your translation returned \(|m|/\rho\) for every collinear determinant. Then tPBE should equal PBE for open shells as well.

**A.** The densities are indeed right, so a local spin-density functional is reproduced. The gradients are not right if \(\zeta\) varies. Divide the true gradient by \(\rho_\pm\):

\[
\frac{\nabla\rho_\pm}{\rho_\pm}=\frac{\nabla\rho}{\rho}\pm\frac{\nabla\zeta}{1\pm\zeta}.
\]

The translation retains \(\nabla\rho/\rho\) for both spins. It gives majority and minority electrons the same relative gradient.

**Q.** Does that affect all of PBE?

**A.** It affects exchange. PBE exchange treats each spin separately,

\[
E_x[\rho_\uparrow,\rho_\downarrow]=\tfrac12E_x[2\rho_\uparrow]+\tfrac12E_x[2\rho_\downarrow],
\]

and each term contains an enhancement factor that depends on the reduced gradient

\[
s=\frac{|\nabla n|}{2(3\pi^2n)^{1/3}n},\qquad n=2\rho_\uparrow\ \text{or}\ 2\rho_\downarrow .
\]

A wrong relative gradient gives a wrong \(s\). PBE correlation, in contrast, depends on \(\rho\), \(|\zeta|\) and the magnitude of the total gradient. The translation preserves the total gradient, because

\[
\frac{1+\zeta}{2}\nabla\rho+\frac{1-\zeta}{2}\nabla\rho=\nabla\rho .
\]

So for a collinear determinant the correlation part agrees with its parent, and any discrepancy lies in exchange. It is absent when \(\zeta\) is constant in space, as in a closed shell or a fully polarized system.

**Q.** Show me an atom where it is present.

**A.** The quartet nitrogen atom has five up electrons, in \(1s\), \(2s\) and the three \(2p\) orbitals, and two down electrons, in \(1s\) and \(2s\). Use restricted open-shell Hartree–Fock orbitals in the cc-pVDZ basis. At 1 bohr from the nucleus, \(\rho=0.27884\) bohr\(^{-3}\) and \(\Pi=0.013662\) bohr\(^{-6}\), so

\[
R=\frac{4(0.013662)}{(0.27884)^2}=0.7029,\qquad\zeta=\sqrt{1-0.7029}=0.5451 .
\]

The ratio \(m/\rho\) taken from the spin densities is also \(0.5451\). For the integrated energies, the local functional combines Slater exchange with Perdew–Wang correlation. In hartree:

| Functional | True spin densities | Translated |
|---|---:|---:|
| Local spin density | −6.323269 | −6.323269 |
| PBE exchange | −6.547141 | −6.547338 |
| PBE correlation | −0.181728 | −0.181728 |
| PBE total | −6.728869 | −6.729066 |

The translated PBE energy is lower by 0.197 millihartree, and the whole difference is in exchange. This small number is the remainder of two radial contributions of opposite sign, about \(+2.0\) and \(-2.2\) millihartree, and it depends on the basis: it is about \(-0.39\) millihartree in cc-pVTZ and \(-0.38\) in cc-pVQZ. The argument above locates the discrepancy but predicts neither its sign nor its size. With the same kind of orbitals in cc-pVTZ it is \(-1.6\) millihartree for lithium and \(+3.9\) millihartree for phosphorus.

**Q.** Is information about the spin gradients lost for good once we use \(\Pi\)?

**A.** For a determinant it is still present in \(\nabla\Pi\). Differentiate \(m^2=\rho^2-4\Pi\):

\[
2|m|\nabla|m|=2\rho\nabla\rho-4\nabla\Pi
\quad\Longrightarrow\quad
\nabla|m|=\frac{\rho\nabla\rho-2\nabla\Pi}{|m|}\qquad(m\ne0).
\]

Then \(\nabla\rho_\pm=(\nabla\rho\pm\nabla|m|)/2\) are the true gradients, up to the exchange of labels. With these gradients the nitrogen value becomes \(-6.728869\) hartree, the PBE result. The discrepancy therefore comes from discarding \(\nabla\zeta\), and not from replacing \(m\) by \(\Pi\).

**Q.** So for determinants the translation gives nothing new, and for open shells it can give less, since the gradient is truncated. Show me that it earns its place.

**A.** Return to two hydrogen atoms in a singlet, now 8 bohr apart. Let \(a\) and \(b\) be the lowest hydrogen-atom orbitals in the cc-pVDZ basis, centred on the left and right nucleus, with overlap \(S\). Form

\[
g=\frac{a+b}{\sqrt{2+2S}},\qquad u=\frac{a-b}{\sqrt{2-2S}},
\]

and the two-configuration spatial function

\[
\Phi(\mathbf r_1,\mathbf r_2)=c_g\,g(\mathbf r_1)g(\mathbf r_2)+c_u\,u(\mathbf r_1)u(\mathbf r_2),\qquad c_g^2+c_u^2=1 .
\]

It multiplies a normalized singlet spin function. For \(N=2\) the pair prefactor is 1, and the spin sum gives 1. Setting the positions equal yields \(\Pi\); integrating over one electron and multiplying by 2 yields \(\rho\):

\[
\Pi=(c_gg^2+c_uu^2)^2,\qquad \rho=2(c_g^2g^2+c_u^2u^2).
\]

The cross term in \(\rho\) vanishes because \(g\) and \(u\) are orthogonal.

**Q.** What do the coefficients do to \(\Pi\)?

**A.** The matrix element that couples the two configurations is the Coulomb self-repulsion of the product \(gu\), which is positive. The lower state therefore has coefficients of opposite sign. Diagonalizing the \(2\times2\) Hamiltonian gives \(c_g=0.7138\) and \(c_u=-0.7004\). Near a nucleus \(g^2\) and \(u^2\) are almost equal, so the terms in \(\Pi\) nearly cancel. Exact equality would give \(R=(c_g+c_u)^2=1.8\times10^{-4}\). The overlap \(S=0.0059\) in the normalization makes \(u^2\) about 1 per cent larger than \(g^2\) there, which improves the cancellation. At the nucleus \(R=2.8\times10^{-5}\) in this basis (\(1.0\times10^{-5}\) in aug-cc-pVTZ) and \(\zeta=0.99999\), although the true \(m\) is zero. The functional is told that an electron there is practically alone.

**Q.** And between the atoms?

**A.** On the midplane \(u=0\). There

\[
\Pi=c_g^2g^4,\qquad \rho^2=4c_g^4g^4,\qquad R=\frac{4c_g^2g^4}{4c_g^4g^4}=\frac1{c_g^2}.
\]

As soon as the second configuration has any weight, \(c_g^2<1\) and \(R>1\). At 8 bohr \(R=1/(0.7138)^2=1.963\). The electrons meet on this plane more often than independent opposite spins of the same density would, for which \(\Pi=\rho^2/4\). No real spin polarization can represent this, and the translation sets \(\zeta=0\). The excess above \(R=1\) is ignored.

**Q.** Then you have a good description near the nuclei and a discarded excess between them. Which one wins in the energy?

**A.** At large separation the first must. As the atoms separate, \(S\) and the product \(ab\) vanish, so \(g^2\) and \(u^2\) both tend to \((a^2+b^2)/2\) and the two diagonal elements of the \(2\times2\) Hamiltonian become equal. The product \(gu\) tends to \((a^2-b^2)/2\), whose self-repulsion stays finite and positive. The lower eigenvector of a matrix with equal diagonal elements and a positive coupling has \(c_g=-c_u=1/\sqrt2\). Near the left atom \(b\to0\), so \(g^2=u^2=a^2/2\), which gives \(\rho=a^2\), \(\Pi=0\) and \(\zeta=1\). This is the input of a fully polarized hydrogen atom, with \(\nabla\zeta=0\). The classical interactions between the atoms also cancel: at distance \(L\) they are \(1/L\) between the nuclei, \(1/L\) between the electron clouds, and \(-1/L\) for the attraction of each cloud to the other nucleus, \(-2/L\) for the two together. The tPBE energy thus tends to twice the PBE energy of one atom with the same orbital.

At 8 bohr the numbers, in hartree, are \(-0.997174\) for tPBE and \(-0.997222\) for two separate atoms, a difference of 0.05 millihartree. PBE with the same density and the true \(m=0\) gives \(-0.911279\) hartree, which is 85.9 millihartree above the separate atoms. In aug-cc-pVTZ the two differences are 0.06 and 85.9 millihartree. The two calculations share \(V_{nn}\), \(\mathrm{tr}(hD)\) and \(J\), so the gap between them comes entirely from the input given to the functional.

**Q.** May I conclude that tPBE is right whenever several configurations matter?

**A.** No. This example shows that the translation repairs one defect, the missing polarization of separated electrons. It does not make PBE exact for the hydrogen atom, and it does not justify ignoring \(R>1\) at shorter bond lengths, where more density lies between the nuclei. There is also an approximation in the kinetic energy. The correlation energy of Kohn–Sham theory includes the difference between the true kinetic energy and that of the Kohn–Sham determinant. A multiconfigurational wave function already brings part of that difference through \(\mathrm{tr}(hD)\), and the translated functional does not subtract it. For a closed-shell determinant tPBE treats the kinetic energy as PBE does at the same orbitals, since it is that of the determinant itself.
